# Why linear decoupling of an r^(-12) core diverges, and the remedies: test program

```python
"""
Result under test: coupling a solute linearly, U = U0 + lam*sum u(r_i), with
u ~ A/r^12 at short range, gives in three dimensions for lam -> 0
    dF/dlam -> (pi/3) Gamma(3/4) rho kT (A/kT)^(1/4) lam^(-3/4).
The substitution lam = s^k with k >= 4, or a soft core, removes the divergence.
Symbols: F free energy, lam coupling, rho solvent density, kT thermal energy,
eps and sigma Lennard-Jones parameters, alpha soft-core parameter,
x = r/sigma. The worked example has an ideal solvent (no solvent-solvent
forces), for which radial integrals give exact means and variances.
Energies in the example are in microhartree (uHa).
"""
import numpy as np
from scipy import constants
from scipy.special import gamma, gammaincc, factorial

kT = 1000.0        # uHa
eps = 100.0        # uHa
sigma = 6.0        # bohr
rho = 0.001        # bohr^-3
alpha = 0.5
density = rho * sigma**3

# Trapezoidal rule in ln(x); the integrands vanish at both ends.
step = 0.005
x = np.exp(np.arange(-9.0, 10.0, step))
shell = density * 4 * np.pi * x**3 * step
u_lj = 4 * eps * (x**-12 - x**-6)


def linear_moment(lam, power=1):
    return np.sum(shell * u_lj**power * np.exp(-lam * u_lj / kT))


def linear_free_energy(lam):
    return kT * np.sum(shell * -np.expm1(-lam * u_lj / kT))


def series_free_energy(lam):
    a = 4 * eps * lam / kT
    m = np.arange(60)
    terms = a**(m / 2 + 0.25) * gamma(m / 2 - 0.25) / factorial(m)
    return -kT * density * np.pi / 3 * np.sum(terms)


def soft_energy(lam, softness=alpha):
    d = softness * (1 - lam) + x**6
    return 4 * eps * lam * (d**-2 - d**-1)


def soft_moment(lam, power=1, softness=alpha):
    d = softness * (1 - lam) + x**6
    slope = 4 * eps * (d**-2 - d**-1)
    slope = slope + 4 * eps * lam * softness * (2 * d**-3 - d**-2)
    weight = np.exp(-soft_energy(lam, softness) / kT)
    return np.sum(shell * slope**power * weight)


def soft_free_energy(lam, softness=alpha):
    return kT * np.sum(shell * -np.expm1(-soft_energy(lam, softness) / kT))


def soft_initial_slope(softness):
    return (8 * np.pi**2 / 3 * eps * density / np.sqrt(softness)
            * (1 / (2 * softness) - 1))


def power_path_mean(s, k):
    return k * s**(k - 1) * linear_moment(s**k)


def power_path_noise(s, k):
    return k * s**(k - 1) * np.sqrt(linear_moment(s**k, 2))


def gauss_integral(function, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return sum(0.5 * w * function(0.5 * (t + 1))
               for t, w in zip(nodes, weights))


# Pure cores r^-n in d dimensions: exponent and prefactor.
for d, n in [(1, 12), (2, 12), (3, 9), (3, 12)]:
    core = x**(-float(n))
    values = [np.sum(step * x**d * core * np.exp(-lam * core))
              for lam in (1e-3, 1e-6)]
    exponent = np.log(values[0] / values[1]) / np.log(1e3)
    assert abs(exponent - (d / n - 1)) < 1e-7
    assert abs(values[1] / (gamma(1 - d / n) / n * 1e-6**(d / n - 1)) - 1) < 1e-7

# A core 1/r in three dimensions, in a cell of unit radius: no divergence.
inside = x < 1
bare = [np.sum((x**2 * np.exp(-lam / x))[inside]) for lam in (0.0, 1e-6)]
assert abs(bare[1] / bare[0] - 1) < 1e-5

# Two mutually repelling solvent particles in a spherical cell, kT = A = 1.
# The leading law must contain the true density at the solute site.
lam_pair, cell_radius = 1e-24, 2.0
reach = lam_pair**(1 / 12)
t, w = np.polynomial.legendre.leggauss(200)
low, high = np.log(reach / 4), np.log(cell_radius)
r = np.exp(low + (high - low) * (t + 1) / 2)
volume = 4 * np.pi * r**3 * w * (high - low) / 2
cosines, cosine_weights = np.polynomial.legendre.leggauss(24)
pair_weight = np.zeros((r.size, r.size))
for c, cw in zip(cosines, cosine_weights):
    distance2 = r[:, None]**2 + r[None, :]**2 - 2 * c * np.outer(r, r)
    pair_weight += 0.5 * cw * np.exp(-2 * np.exp(-distance2))
core = r**-12
boltzmann = volume * np.exp(-lam_pair * core)
pair_mean = (2 * (boltzmann * core) @ pair_weight @ boltzmann
             / (boltzmann @ pair_weight @ boltzmann))
site_density = (2 * np.sum(volume * np.exp(-2 * np.exp(-r**2)))
                / (volume @ pair_weight @ volume))
average_density = 2 / (4 * np.pi / 3 * cell_radius**3)
pair_law = np.pi / 3 * gamma(0.75) * site_density * lam_pair**-0.75
assert abs(pair_mean / pair_law - 1) < 1e-3
assert abs(site_density / average_density - 1) > 0.03

# Exact series against the radial integral, and the leading law.
for lam in (1e-8, 1e-4, 0.01, 0.3, 1.0):
    assert abs(linear_free_energy(lam) / series_free_energy(lam) - 1) < 1e-8
amplitude = (4 * np.pi / 3 * gamma(0.75) * density * kT
             * (4 * eps / kT)**0.25)


def leading_mean(lam):
    return amplitude / 4 * lam**-0.75


assert abs(linear_moment(1e-10) / leading_mean(1e-10) - 1) < 1e-4
local_exponent = np.log(linear_moment(1e-8) / linear_moment(1e-9)) / np.log(10)
assert abs(local_exponent + 0.75) < 1e-3

# Direct sampling of an ideal solvent: mean and variance of the summed u.
rng = np.random.default_rng(7)
snapshots, cutoff, lam_mc = 100000, 2.0, 0.01
ceiling = np.exp(lam_mc * eps / kT)
counts = rng.poisson(density * 4 * np.pi / 3 * cutoff**3 * ceiling, snapshots)
owner = np.repeat(np.arange(snapshots), counts)
radius = cutoff * (1 - rng.random(owner.size))**(1 / 3)
energy = 4 * eps * (radius**-12 - radius**-6)
kept = rng.random(owner.size) < np.exp(-lam_mc * energy / kT) / ceiling
sums = np.bincount(owner[kept], weights=energy[kept], minlength=snapshots)
near = x < cutoff
density_weight = (shell * np.exp(-lam_mc * u_lj / kT))[near]
mean_expected = np.sum(density_weight * u_lj[near])
variance_expected = np.sum(density_weight * u_lj[near]**2)
standard_error = np.sqrt(variance_expected / snapshots)
assert abs(sums.mean() - mean_expected) < 5 * standard_error
# The variance estimate has a statistical error of about 3 percent.
assert abs(sums.var() / variance_expected - 1) < 0.15

# Rare close particles carry the mean.
lam_rare = 1e-8
core_reach = (4 * eps * lam_rare / kT)**(1 / 12)
close = x < 2 * core_reach
mean_density = shell * u_lj * np.exp(-lam_rare * u_lj / kT)
close_share = np.sum(mean_density[close]) / np.sum(mean_density)
close_count = np.sum((shell * np.exp(-lam_rare * u_lj / kT))[close])
assert abs(close_share - gammaincc(0.75, 2.0**-12)) < 0.01
assert close_count < 0.1

# Means and variances after the substitution lam = s^k.
assert abs(power_path_mean(1e-3, 4) / amplitude - 1) < 1e-4
assert abs(power_path_mean(1e-3, 8) / (2 * amplitude * 1e-3) - 1) < 1e-4
noise_limit = np.sqrt(64 * density * np.pi / 3 * gamma(1.75)
                      * (4 * eps)**2 * (4 * eps / kT)**-1.75)
assert abs(power_path_noise(1e-3, 8) / noise_limit - 1) < 1e-4
for k in (1, 4, 8):
    s_high, s_low = 1e-8**(1 / k), 1e-10**(1 / k)
    ratio = power_path_noise(s_high, k) / power_path_noise(s_low, k)
    noise_exponent = np.log(ratio) / np.log(s_high / s_low)
    assert abs(noise_exponent - (k / 8 - 1)) < 2e-3

# Soft core: finite initial slope. It vanishes at softness 0.5, so the
# tolerance is absolute, in uHa; the cancelling parts are hundreds of uHa.
for softness in (0.3, 0.5, 0.8):
    expected = soft_initial_slope(softness)
    assert abs(soft_free_energy(1e-7, softness) / 1e-7 - expected) < 1e-3
    assert abs(soft_moment(0.0, 1, softness) - expected) < 1e-3
# At softness 0.5 the free energy starts quadratically.
curvatures = [soft_free_energy(lam, 0.5) / lam**2 for lam in (1e-3, 5e-4)]
assert abs(curvatures[0] / curvatures[1] - 1) < 0.02

# Soft core: finite mean and noise, same total free energy.
soft_grid = np.linspace(0, 1, 201)
soft_means = np.array([soft_moment(lam) for lam in soft_grid])
soft_noises = np.array([np.sqrt(soft_moment(lam, 2)) for lam in soft_grid])
assert np.all(np.isfinite(soft_means)) and np.all(np.isfinite(soft_noises))
assert abs(soft_moment(1 - 1e-5) / soft_moment(1.0) - 1) < 1e-2
total = series_free_energy(1.0)
paths = {
    "linear": linear_moment,
    "k=4": lambda s: power_path_mean(s, 4),
    "k=8": lambda s: power_path_mean(s, 8),
    "soft core": soft_moment,
}
for name in ("k=4", "k=8", "soft core"):
    assert abs(gauss_integral(paths[name], 64) / total - 1) < 1e-5

# Slow convergence of Gauss-Legendre quadrature on the linear path.
linear_errors = {count: gauss_integral(linear_moment, count) - total
                 for count in (8, 32, 128)}
assert abs(linear_errors[32] / linear_errors[8] - 0.5) < 0.05
assert abs(linear_errors[128] / linear_errors[32] - 0.5) < 0.03
five_point = {name: gauss_integral(path, 5) for name, path in paths.items()}
for name in ("k=4", "k=8", "soft core"):
    assert abs(five_point[name] - total) < 0.1 * abs(five_point["linear"] - total)

hartree = constants.physical_constants["Hartree energy"][0]
to_kj_mol = 1e-6 * hartree * constants.N_A / 1000
print(f"kT = {kT:.0f} uHa")
print(f"temperature = {kT * 1e-6 * hartree / constants.k:.1f} K")
print(f"eps = {eps:.0f} uHa")
print(f"sigma = {sigma:.1f} bohr")
print(f"rho = {rho:.4f} bohr^-3")
print(f"rho sigma^3 = {density:.3f} (no unit)")
print(f"alpha = {alpha:.1f} (no unit)")
print(f"total Delta F = {total:.3f} uHa = {total * to_kj_mol:.4f} kJ/mol")
print(f"amplitude of lam^(1/4) in F = {amplitude:.3f} uHa")
print(f"local exponent near lam=1e-8: {local_exponent:.5f}")
for lam in (1e-8, 1e-4, 1e-2, 1.0):
    print(f"lam={lam:.0e}: dF/dlam={linear_moment(lam):.5g}, "
          f"law={leading_mean(lam):.5g} uHa")
for lam in (1e-8, 1e-4, 1e-2):
    gained = series_free_energy(lam)
    print(f"F({lam:.0e})-F(0) = {gained:.3f} uHa, "
          f"{100 * gained / total:.2f} % of total")
print(f"core reach b at lam=1e-8: {core_reach * sigma:.4f} bohr")
print(f"mean number within 2b: {close_count:.5f}")
print(f"share of dF/dlam from within 2b: {close_share:.5f}")
for name, value in five_point.items():
    print(f"5-point {name}: {value:.4f} uHa, error {value - total:.4f} uHa")
for count, error in linear_errors.items():
    print(f"linear path, {count} points: error {error:.3f} uHa")
for s in (1e-1, 1e-2, 1e-3):
    print(f"noise at s={s:.0e}, linear: {power_path_noise(s, 1):.5g} uHa")
    print(f"noise at s={s:.0e}, k=4: {power_path_noise(s, 4):.5g} uHa")
    print(f"noise at s={s:.0e}, k=8: {power_path_noise(s, 8):.5g} uHa")
    print(f"noise at s={s:.0e}, soft core: "
          f"{np.sqrt(soft_moment(s, 2)):.5g} uHa")
print(f"k=8 noise limit at s=0: {noise_limit:.2f} uHa")
for softness in (0.3, 0.5, 0.8):
    slope = round(soft_moment(0.0, 1, softness), 3) + 0.0
    print(f"soft-core slope at lam=0, alpha={softness:.1f}: {slope:.3f} uHa")
for lam in (0.5, 1.0):
    print(f"soft core dF/dlam at lam={lam:.1f}: {soft_moment(lam):.3f} uHa")
print(f"largest soft-core noise on grid: {soft_noises.max():.2f} uHa")
print(f"pair test: site density / average = {site_density / average_density:.4f}")
print(f"pair test: mean / leading law = {pair_mean / pair_law:.6f}")
print(f"sampled mean at lam=0.01: {sums.mean():.1f} uHa")
print(f"radial integral for it: {mean_expected:.1f} uHa")
print(f"standard error of that mean: {standard_error:.1f} uHa")
print("PASS")
```

Output:

```
kT = 1000 uHa
temperature = 315.8 K
eps = 100 uHa
sigma = 6.0 bohr
rho = 0.0010 bohr^-3
rho sigma^3 = 0.216 (no unit)
alpha = 0.5 (no unit)
total Delta F = 416.990 uHa = 1.0948 kJ/mol
amplitude of lam^(1/4) in F = 881.741 uHa
local exponent near lam=1e-8: -0.75004
lam=1e-08: dF/dlam=2.204e+08, law=2.2044e+08 uHa
lam=1e-04: dF/dlam=2.1734e+05, law=2.2044e+05 uHa
lam=1e-02: dF/dlam=5974.7, law=6970.8 uHa
lam=1e+00: dF/dlam=-159.12, law=220.44 uHa
F(1e-08)-F(0) = 8.817 uHa, 2.11 % of total
F(1e-04)-F(0) = 87.761 uHa, 21.05 % of total
F(1e-02)-F(0) = 265.646 uHa, 63.71 % of total
core reach b at lam=1e-8: 1.1976 bohr
mean number within 2b: 0.04888
share of dF/dlam from within 2b: 0.99792
5-point linear: 155.5597 uHa, error -261.4304 uHa
5-point k=4: 416.9902 uHa, error 0.0000 uHa
5-point k=8: 417.0115 uHa, error 0.0214 uHa
5-point soft core: 423.1870 uHa, error 6.1969 uHa
linear path, 8 points: error -212.031 uHa
linear path, 32 points: error -109.635 uHa
linear path, 128 points: error -55.296 uHa
noise at s=1e-01, linear: 2831.4 uHa
noise at s=1e-01, k=4: 5131.2 uHa
noise at s=1e-01, k=8: 3252.8 uHa
noise at s=1e-01, soft core: 660.39 uHa
noise at s=1e-02, linear: 22334 uHa
noise at s=1e-02, k=4: 16264 uHa
noise at s=1e-02, k=8: 3252.8 uHa
noise at s=1e-02, soft core: 422.31 uHa
noise at s=1e-03, linear: 1.702e+05 uHa
noise at s=1e-03, k=4: 51432 uHa
noise at s=1e-03, k=8: 3252.8 uHa
noise at s=1e-03, soft core: 403.08 uHa
k=8 noise limit at s=0: 3252.83 uHa
soft-core slope at lam=0, alpha=0.3: 691.943 uHa
soft-core slope at lam=0, alpha=0.5: 0.000 uHa
soft-core slope at lam=0, alpha=0.8: -238.346 uHa
soft core dF/dlam at lam=0.5: 750.010 uHa
soft core dF/dlam at lam=1.0: 170.090 uHa
largest soft-core noise on grid: 2718.57 uHa
pair test: site density / average = 0.8919
pair test: mean / leading law = 1.000006
sampled mean at lam=0.01: 5870.7 uHa
radial integral for it: 6019.8 uHa
standard error of that mean: 70.6 uHa
PASS
```
